\section*{Single-point polarization and localization length with ultrasoft pseudopotentials}

\section{One electron in a periodic box}

A calculation on a large supercell often uses the $\Gamma$ point alone. Its orbitals repeat with the box length $L$, so the average of $x$ over the box depends on where the box is cut. The phase factor $e^{ibx}$ with $b=2\pi/L$ has no such defect, because it takes the same value at $x$ and $x+L$. How much of the position and spread of the electrons can be read from it, and what must be added when the orbitals are ultrasoft?

Hartree atomic units are used, and the electron charge is $-1$. Consider first one electron whose density $\rho$ is a Gaussian of centre $x_0$ and variance $\sigma^2$, repeated with period $L$. Since $e^{ibx}$ is periodic, integrating the repeated density over one box equals integrating a single Gaussian over the whole line:
\begin{equation}
z=\int\rho(x)e^{ibx}\,dx=e^{ibx_0-b^2\sigma^2/2}.
\end{equation}
The phase gives $x_0=b^{-1}\operatorname{Im}\ln z$, and the modulus gives $\sigma^2=-b^{-2}\ln|z|^2$. The phase is defined modulo $2\pi$, so the position is defined modulo $2\pi/b=L$, as it must be in a periodic box.

For another density that is narrow compared with the box and has rapidly decaying tails, the logarithm can be expanded in the cumulant series
\begin{equation}
\ln z=ibx_0-\frac{b^2\sigma^2}{2}-\frac{ib^3\kappa_3}{6}+\frac{b^4\kappa_4}{24}+\dots
\end{equation}
The third cumulant $\kappa_3$, which measures the asymmetry of the density, then falsifies the position by $-b^2\kappa_3/6$, and $\kappa_4$ falsifies the variance by $-b^2\kappa_4/12$. Both errors fall as $L^{-2}$. For the Gaussian they vanish, in agreement with the closed form.

\section{Many electrons: a determinant}

Let $\Psi$ be one Slater determinant of $N_o$ orthonormal orbitals $\psi_n$ of one spin, and let $X=\sum_i x_i$. The operator $e^{ibX}=\prod_i e^{ibx_i}$ acts on every electron separately, so it turns $\Psi$ into the determinant built from $e^{ibx}\psi_n$. The overlap of two determinants is the determinant of the orbital overlaps, hence
\begin{equation}
\langle\Psi|e^{ibX}|\Psi\rangle=\det A,\qquad A_{mn}=\langle\psi_m|e^{ibx}|\psi_n\rangle .
\label{eq:det}
\end{equation}
With both spins equally occupied, $N=2N_o$ and $z=(\det A)^2$. The single-point quantities are
\begin{equation}
x_L=\frac{\operatorname{Im}\ln\det A}{N_o b},\qquad
\lambda_L^2=-\frac{\ln|z|^2}{Nb^2}=-\frac{\ln|\det A|^2}{N_ob^2}.
\label{eq:def}
\end{equation}
The last equality uses $|z|^2=|\det A|^4$ and $N=2N_o$. The electronic dipole is $-Nx_L=-b^{-1}\operatorname{Im}\ln z$. In one dimension, with ions of charge $Z_I$ at $R_I$,
\begin{equation}
P_L=\frac1L\Big[\sum_I Z_IR_I-\frac1b\operatorname{Im}\ln z\Big]\pmod 1 .
\label{eq:P}
\end{equation}
The modulus follows because a phase of $2\pi$ changes the dipole by $L$. Moving the origin by $s$ adds $Ns$ to both terms in the bracket, which cancels in a neutral cell.

To expand the determinant, take first a finite system well inside the box, where $x$ is an ordinary operator with matrices $(X_k)_{mn}=\langle\psi_m|x^k|\psi_n\rangle$. Then $A=1+E$ with
\begin{equation}
E=ibX_1+\frac{(ib)^2}{2}X_2+\frac{(ib)^3}{6}X_3+\frac{(ib)^4}{24}X_4+\dots
\end{equation}
Use $\ln\det A=\operatorname{tr}\ln(1+E)=\operatorname{tr}(E-E^2/2+E^3/3-E^4/4+\dots)$. Traces are cyclic, so the terms of each power are
\begin{align}
(ib)^2:&\quad \tfrac12\operatorname{tr}X_2-\tfrac12\operatorname{tr}X_1^2,\\
(ib)^3:&\quad \tfrac16\operatorname{tr}X_3-\tfrac12\operatorname{tr}X_2X_1+\tfrac13\operatorname{tr}X_1^3,\\
(ib)^4:&\quad \tfrac1{24}\operatorname{tr}X_4-\tfrac16\operatorname{tr}X_3X_1-\tfrac18\operatorname{tr}X_2^2
+\tfrac12\operatorname{tr}X_2X_1^2-\tfrac14\operatorname{tr}X_1^4 .
\end{align}
Multiplying by $n!$ gives $\ln\det A=\sum_n(ib)^nK_n/n!$ with
\begin{align}
K_1&=\operatorname{tr}X_1,\qquad K_2=\operatorname{tr}(X_2-X_1^2),\nonumber\\
K_3&=\operatorname{tr}(X_3-3X_2X_1+2X_1^3),\label{eq:K}\\
K_4&=\operatorname{tr}(X_4-4X_3X_1-3X_2^2+12X_2X_1^2-6X_1^4).\nonumber
\end{align}
The $X_k$ are Hermitian, so these $K_n$ are real. Odd orders therefore enter the phase and even orders the modulus. With $c_n=K_n/N_o$, equation (\ref{eq:def}) becomes
\begin{equation}
x_L=c_1-\frac{b^2c_3}{6}+\frac{b^4c_5}{120}-\dots,\qquad
\lambda_L^2=c_2-\frac{b^2c_4}{12}+\frac{b^4c_6}{360}-\dots
\label{eq:conv}
\end{equation}

For one orbital this is the first section again. For several,
\begin{equation}
K_2=\sum_n\big(\langle x^2\rangle_{nn}-x_{nn}^2\big)-\sum_{m\ne n}|x_{mn}|^2 .
\end{equation}
It does not change under a unitary mixing of the occupied orbitals, because it is a trace. In the orbitals that diagonalize $X_1$ the second sum vanishes, and $\lambda^2=c_2$ is the mean variance of these localized orbitals. They are the finite-system counterpart of one-dimensional Wannier functions with least total spread.

The same formula shows what a valence-only calculation leaves out. If core orbitals are added, the total $K_2$ is the core part plus the valence part minus $2\sum_{cv}|x_{cv}|^2$. The model below has no core orbitals: its occupied band is the lowest one, so its $\lambda$ describes all its electrons.

\section{Ultrasoft orbitals}

An ultrasoft orbital $\varphi_n$ equals $\psi_n$ outside the augmentation regions and is smoother inside. In region $I$ let $\phi_i$ be the all-electron partial waves, $\tilde\phi_i$ their soft partners, and $\beta_i$ projectors with $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. Write $c_{in}=\langle\beta_i|\varphi_n\rangle$ and
\begin{equation}
\Phi_n=\sum_i\phi_ic_{in},\quad \tilde\Phi_n=\sum_i\tilde\phi_ic_{in},\quad
\varphi_n=\tilde\Phi_n+r_n,\quad \psi_n=\Phi_n+r_n .
\end{equation}
The remainder $r_n$ is the part of the soft orbital that the partial waves do not represent, and the last relation defines the reconstructed orbital. Inside the region,
\begin{equation}
\psi_m^*\psi_n-\varphi_m^*\varphi_n=\Phi_m^*\Phi_n-\tilde\Phi_m^*\tilde\Phi_n
+(\Phi_m-\tilde\Phi_m)^*r_n+r_m^*(\Phi_n-\tilde\Phi_n),
\end{equation}
because $r_m^*r_n$ cancels. If the partial waves are complete for the occupied orbitals, $r_n=0$. Multiplying by $e^{ibx}$ and integrating then gives
\begin{equation}
A_{mn}=\langle\varphi_m|e^{ibx}|\varphi_n\rangle+\sum_{I,ij}c^{I*}_{im}Q^I_{ij}(b)c^I_{jn},
\label{eq:A}
\end{equation}
\begin{equation}
Q^I_{ij}(b)=\int(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)e^{ibx}\,dx .
\end{equation}
The ultrasoft scheme uses (\ref{eq:A}) also when $r_n$ is small but not zero. The dropped terms are linear in $r_n$. In addition, the orbitals of the ultrasoft eigenproblem are then no longer exact, so the total error has to be measured.

At $b=0$ equation (\ref{eq:A}) is the generalized orthonormality condition $\langle\varphi_m|S|\varphi_n\rangle=\delta_{mn}$ with $q_{ij}=Q_{ij}(0)$. Thus $A(0)=1$ even for an incomplete set of partial waves, and the expansion (\ref{eq:K}) survives. The matrices $X_k$ now include the augmentation moments of $x^k$. In three dimensions $bx$ becomes $\mathbf b\cdot\mathbf r$, with $\mathbf b$ a reciprocal vector of the supercell.

The check on this stage is a one-dimensional crystal solved twice on the same grid: once with the full potential, and once as a generalized ultrasoft eigenproblem. Each cell has length $a=5$ bohr and holds two electrons and two unit ionic charges. A narrow well of depth $2.8$ hartree sits at $1.5625$ bohr, and a smooth Gaussian well of depth $0.7$ hartree at $3.5$ bohr. The narrow well has two partial waves, both taken at the mean energy of the occupied band. About $28\%$ of the norm of an orbital is carried by augmentation.

The largest ultrasoft error in the occupied band energy is $2.9\times10^{-5}$ hartree, against a band width of $0.034$ hartree. In a supercell of 64 cells the mean positions, ultrasoft and all-electron, are $1.68314$ and $1.68310$ bohr. The values of $\lambda_L^2$ are $0.5747$ and $0.5750$ bohr$^2$, a relative difference of about $0.05\%$. This is the price of the finite set of partial waves in this model.

\section{From a finite system to a crystal}

In a crystal $x$ is not an operator on the periodic orbitals, so the extensivity of $K_n$ needs its own argument. Let $L=Ma$, with $n_b$ filled bands. The $\Gamma$ orbitals of the supercell are the Bloch orbitals of the primitive cell at $k=2\pi m/L$, $m=0,\dots,M-1$. Multiplication by $e^{ibx}$ raises the crystal momentum by $b$. The augmentation sum obeys the same rule: translated atoms contribute the phases $e^{i(k+b-k')R}$, whose sum over cells vanishes unless $k'=k+b$ modulo $2\pi/a$. So $A$ consists of $M$ blocks $A(k+b,k)$ arranged cyclically.

To bring them to the diagonal, move the last $n_b$ columns in front of the other $(M-1)n_b$. This takes $n_b^2(M-1)$ exchanges, and $n_b^2$ has the parity of $n_b$:
\begin{equation}
\det A=(-1)^{n_b(M-1)}\prod_k\det A(k+b,k).
\label{eq:fold}
\end{equation}
The sign has a physical reading. Replicas of a centre sit at $\bar x+ma$, and their offsets add the phase
\begin{equation}
b\sum_{m=0}^{M-1}ma=\frac{2\pi}{Ma}\,\frac{aM(M-1)}{2}=\pi(M-1)
\end{equation}
for each band. Direct diagonalization of the supercell confirms (\ref{eq:fold}). For $M=4$ the determinant is $0.4607-0.7663i$ and the product of links is its negative; for $M=5$ the two agree in sign. The sign drops out of $z=(\det A)^2$, but it matters if the phase of one spin is used.

For an isolated group of bands in one dimension, choose Bloch orbitals that are analytic and periodic in $k$, and define $F(k,b)=\ln\det A(k+b,k)$. It vanishes at $b=0$, so its branch is fixed for small $b$. An equally spaced sum of an analytic periodic function differs from its integral by exponentially small terms:
\begin{equation}
\sum_kF(k,b)=\frac{L}{2\pi}\int_0^{2\pi/a}F(k,b)\,dk+O(e^{-\gamma L}),\qquad\gamma>0.
\label{eq:int}
\end{equation}
Expand the integral in powers of $b$. Its coefficients do not depend on $L$, so each term of $\ln\det A$ is $M$ times a constant, apart from the phase of the replicas. These constants are the bulk $n_bc_n$. They are real: Hermiticity gives $A(k+b,k)^\dagger=A(k,k+b)$, so $F(k,b)^*=F(k+b,-b)$. After integration over the full period, complex conjugation is the same as changing the sign of $b$, which makes the coefficients of $(ib)^n$ real. Equation (\ref{eq:conv}) therefore holds for the crystal as well, with $c_1$ defined modulo $a/n_b$, once the replica phase $n_b\pi(M-1)$ has been subtracted from $\operatorname{Im}\ln\det A$. All values of $x_L$ quoted for the crystal are obtained in this way, from the product of links. Without the subtraction, $x_L$ of a single band would be displaced by $a/2$ for even $M$.

The second coefficient is band geometry. For one band with all-electron periodic parts $u_k$,
\begin{equation}
\langle u_{k+b}|u_k\rangle=1+b\langle\partial_ku|u\rangle+\tfrac12b^2\langle\partial_k^2u|u\rangle+\dots
\end{equation}
Differentiating $\langle u|u\rangle=1$ once shows that $\langle\partial_ku|u\rangle$ is imaginary. Differentiating twice gives $\operatorname{Re}\langle\partial_k^2u|u\rangle=-\langle\partial_ku|\partial_ku\rangle$. Hence
\begin{equation}
|\langle u_{k+b}|u_k\rangle|^2=1-b^2g(k)+O(b^3),\quad
g=\langle\partial_ku|\partial_ku\rangle-|\langle u|\partial_ku\rangle|^2 ,
\end{equation}
and $\lambda^2$ is the average of the quantum metric $g$ over the Brillouin zone.

The opposite limit is a single band that is only partly filled. If the occupied orbitals are the Bloch orbitals of an interval of $k$, then at its upper edge $e^{ibx}$ carries an occupied orbital to an empty $k$. A column of $A$ is then zero, so $\det A=0$: the phase is undefined and $\lambda_L$ is infinite. If instead the highest occupied orbital is one real combination of a degenerate pair $\pm k_F$, it links the upper edge back to the lower one through two factors $1/\sqrt2$. Then $|\det A|\approx1/2$, and $\lambda_L^2\approx\ln4/(N_ob^2)$ is finite but grows in proportion to $L$ at fixed filling. The expansion above, derived for a completely filled, isolated group of bands, does not apply to this case.

\section{Convergence tested against open chains}

The bulk $c_n$ can be found without any periodic phase factor. In an open chain $x$ is an ordinary operator, and (\ref{eq:K}) applies with augmented moments. Subtracting $K_n$ of a six-cell chain from that of a seven-cell chain removes the end contributions, provided the ends do not influence each other appreciably. This gives
\begin{equation}
\begin{aligned}
c_1&=1.68315\ \text{bohr}, & c_2&=0.57471\ \text{bohr}^2,\\
c_3&=0.1484\ \text{bohr}^3, & c_4&=0.9311\ \text{bohr}^4 .
\end{aligned}
\end{equation}
For $M=16$, $b=2\pi/80=0.07854$ bohr$^{-1}$ and $b^2=0.0061685$ bohr$^{-2}$. The predictions are
\begin{align}
x_L&=1.683146-\frac{0.0061685\times0.14837}{6}=1.682993\ \text{bohr},\\
\lambda_L^2&=0.574707-\frac{0.0061685\times0.93106}{12}=0.574228\ \text{bohr}^2 .
\end{align}
The periodic supercell gives $1.682993$ bohr and $0.574229$ bohr$^2$. The agreement was tested to within an allowance proportional to $b^4$, the order of the neglected terms.

For $M=4,8,16$ the errors of $x_L$ relative to $c_1$ are $-2.45$, $-0.611$ and $-0.153$ in units of $10^{-3}$ bohr: each doubling of the cell divides them by four. The errors of $\lambda_L^2$ relative to $c_2$ are $-7.88$, $-1.91$ and $-0.48$ in units of $10^{-3}$ bohr$^2$. Both quantities approach their limits from below here because $c_3$ and $c_4$ are positive in this model.

The first ratio for $\lambda_L^2$ is $4.13$, and the smallest cell shows why it is not closer to four. After the $b^2$ term is removed, the residual is about $+9\times10^{-6}$ bohr$^2$ at $M=8$ and $+6\times10^{-7}$ at $M=16$, a ratio near the 16 expected of a $b^4$ term. At $M=4$ it is $-2.2\times10^{-4}$, with the opposite sign. The $b^4$ term alone does not describe that cell; the exponential terms in (\ref{eq:int}) dominate there. Averaging the links at the same $b$ over a dense mesh of $k$ removes them and leaves $+1.4\times10^{-4}$, close to the $b^4$ term; the four-point sum lies $3.6\times10^{-4}$ below that average.

The bulk polarization follows from (\ref{eq:P}) for one cell:
\begin{equation}
P=\frac{1.5625+3.5-2\times1.68315}{5}=0.3392\ e\pmod{1\,e}.
\end{equation}
The localization length is $\lambda=\sqrt{0.57471}=0.7581$ bohr, or $0.4012$ \AA. These values belong to the grid model with ultrasoft partial waves. In the continuum limit of the same potential the mean position is larger by about $1\times10^{-4}$ bohr and $\lambda^2$ by about $4\times10^{-4}$ bohr$^2$ ($0.06\%$), a shift as large as the ultrasoft error; $P$ moves by less than $10^{-4}\,e$.

\section{Which moments of the augmentation matter}

Expand $Q$ about its atom at $R$:
\begin{equation}
Q_{ij}(b)=e^{ibR}\Big(q_{ij}+ib\,d_{ij}-\frac{b^2}{2}s_{ij}+\dots\Big),
\end{equation}
where $d$ and $s$ are the first and second moments of the augmentation density in $x-R$. Three approximations separate their roles. Angle brackets denote an average over occupied orbitals, summed over the atoms.

First keep only $q\,e^{ibR}$. The augmentation part of $X_1$ changes from $qR+d$ to $qR$, so the mean position shifts by $-\langle c^\dagger dc\rangle$. This shift survives at $L\to\infty$, because $d$ enters at the same order in $b$ as the position itself. Prediction and calculation at $M=64$ both give $-0.00165$ bohr. That is small against $\lambda$, but it is about ten times the finite-size error at $M=16$.

The spread changes too. With $D=\sum_Ic_I^\dagger dc_I$, inserting $\delta X_1=-D$ and $\delta X_2=-\sum_Ic_I^\dagger(2R_Id+s)c_I$ into $K_2$ gives
\begin{equation}
\delta K_2=-\sum_I\operatorname{tr}c_I^\dagger sc_I
+2\sum_I\operatorname{tr}\big[(X_1-R_I)c_I^\dagger dc_I\big]-\operatorname{tr}D^2 .
\label{eq:dK}
\end{equation}
The calculated shift of $\lambda_L^2$ is $-0.0202$ bohr$^2$, or $-3.5\%$.

Next replace the augmentation density by a smoother one with the same $q$ and $d$:
\begin{equation}
Q'_{ij}(b)=e^{ibR}(q_{ij}+ib\,d_{ij})e^{-b^2\sigma_Q^2/2},\qquad \sigma_Q=0.4\ \text{bohr}.
\end{equation}
$X_1$ is unchanged, so the limiting polarization is unchanged; the calculated shift of $x_L$ at $M=64$ is $5\times10^{-7}$ bohr. The second moment becomes $q\sigma_Q^2$, hence
\begin{equation}
\delta\lambda^2=\langle c^\dagger(q\sigma_Q^2-s)c\rangle .
\end{equation}
This predicts $+0.02403$ bohr$^2$, and the calculation gives the same to the digits shown, an error of $4.2\%$ in $\lambda^2$. A smoothed augmentation charge that conserves charge and dipole is therefore sufficient for $P$ but not for $\lambda$, which also needs the second moment. This holds at fixed orbitals; in a self-consistent calculation a smoothed charge also enters the potential and can change the orbitals themselves.

These numbers also resolve (\ref{eq:dK}). Since $\langle c^\dagger qc\rangle=0.2783$, the smoothed moment is $0.2783\times0.16=0.0445$ bohr$^2$, so $\langle c^\dagger sc\rangle=0.0445-0.0240=0.0205$ bohr$^2$. The loss of $s$ thus accounts for nearly all of the shift $-0.0202$ bohr$^2$ found with frozen $Q$; the dipole terms supply the remaining $+0.0003$.

Finally omit $Q$. At $b\to0$ the matrix $A$ tends to the soft overlap, which is not the unit matrix. In this one-band model each link tends to the soft norm $n_k$, and
\begin{equation}
\lambda_L^2\simeq-\frac{2}{b^2}\langle\ln n_k\rangle ,
\end{equation}
which grows as $L^2$. The calculated values are $424$ bohr$^2$ at $M=32$ and $1693$ bohr$^2$ at $M=64$. A spread that diverges with $L$ could be mistaken for a sign of delocalized electrons, but here the band is filled and the gap is $0.56$ hartree; the divergence comes from the missing norm.

\section{Three-dimensional supercells}

In a cubic supercell of an insulator with electron density $n$, $N=nL^3$ while $b$ is still $2\pi/L$. The folding argument applies along each string of $k$ points if the link determinants have a smooth logarithm across the Brillouin zone. To leading order
\begin{equation}
|z|\simeq e^{-Nb^2\lambda^2/2}=e^{-2\pi^2n\lambda^2L}.
\label{eq:small}
\end{equation}
The modulus falls exponentially with $L$, whereas in one dimension it tends to one. The localization length stays finite because (\ref{eq:def}) divides the logarithm by $Nb^2$. Accumulating $\ln\det A$ instead of $\det A$ excludes underflow, which in double precision threatens only very large cells.

A stack of $M\times M$ independent copies of the chain, spaced by $a$, illustrates this. It has $n=2/a^3$ and $L=Ma$, so the exponent in (\ref{eq:small}) is $4\pi^2M\lambda_L^2/a^2$. For $M=8$ this is $39.48\times8\times0.5728/25=7.24$, or $\log_{10}|z|=-3.14$. For $M=16$ the value is $-6.30$, twice as large in magnitude.

The phase behaves differently. Its leading error is $-Nb^3c_3/6=-(2\pi)^3nc_3/6$, which does not shrink with $L$. For the stack it is $-248.05\times0.016\times0.1484/6=-0.098$ rad. The polarization still converges, since the dipole error per volume is
\begin{equation}
\delta P=\frac{1}{L^3}\,\frac{Nb^2c_3}{6}=\frac{nb^2c_3}{6}\propto L^{-2}.
\end{equation}
The quantum of $P$, however, is $L/L^3=L^{-2}$ and shrinks at the same rate. A single phase thus fixes $P$ only modulo a small quantity, and a change of polarization has to be followed along a path in steps small enough that the phase changes by less than $\pi$ in each. The numerical output below lists the single chain for $M=4$, $8$, $16$, $32$ and $64$, and the stack for $M=8$ and $M=16$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length a = 5.000 bohr, grid step = 0.03125 bohr
narrow well: position 1.5625 bohr, depth 2.8 hartree, half-width 0.5 bohr
smooth well: position 3.5000 bohr, depth 0.7 hartree, sigma 0.6 bohr
augmentation radius = 1.000 bohr
reference energy = -0.74878 hartree
valence band width (AE) = 0.03444 hartree
band gap (AE) = 0.55802 hartree
largest ultrasoft band-energy error = 2.89e-05 hartree
mean soft norm of an orbital = 0.72167
mean augmentation charge per orbital = 0.27833
M=4: det ultrasoft = 0.460657-0.766348j, det AE = 0.460599-0.766314j
M=4: product of k links = -0.460657+0.766348j
M=5: det ultrasoft = -0.471720+0.782787j, det AE = -0.471666+0.782769j
M=5: product of k links = -0.471720+0.782787j
M, x_L (bohr), lambda_L^2 (bohr^2), P (e), |det A|
  4 1.6806993 0.5668299 0.3402203 0.894145
  8 1.6825353 0.5728015 0.3394859 0.945035
 16 1.6829933 0.5742286 0.3393027 0.972061
 32 1.6831077 0.5745870 0.3392569 0.985923
 64 1.6831363 0.5746767 0.3392455 0.992935
M, x_L (bohr) and lambda_L^2 (bohr^2) predicted from open-chain cumulants
  4 1.6807053 0.5670489
  8 1.6825357 0.5727922
 16 1.6829933 0.5742280
 32 1.6831077 0.5745870
 64 1.6831363 0.5746767
open chain c1 = 1.6831459 bohr, c2 = 0.5747066 bohr^2
open chain c3 = 0.148371 bohr^3, c4 = 0.931061 bohr^4
M=16 residuals: x -2.38e-08 bohr, lambda^2 5.89e-07 bohr^2
AE at M=64: x = 1.6830950 bohr, lambda^2 = 0.5749531 bohr^2
bulk polarization = 0.339242 e (modulo 1 e)
bulk localization length = 0.758094 bohr = 0.401166 angstrom
Q frozen at b=0, M=64: shift of x = -0.001650 bohr
  predicted from augmentation dipole = -0.001650 bohr
  shift of lambda^2 = -0.020199 bohr^2
Q smoothed (sigma 0.4 bohr), M=64: shift of x = 5.34e-07 bohr
  shift of lambda^2 = 0.024031 bohr^2
  predicted from second moments = 0.024029 bohr^2
Q omitted: lambda^2 = 423.911 (M=32), 1693.358 (M=64) bohr^2
  predicted leading term at M=64 = 1692.596 bohr^2
stack of 8x8 independent chains, M=8: log10|z| = -3.143
stack of 16x16 independent chains, M=16: log10|z| = -6.301
\end{verbatim}
